# Transforming Hessians between Cartesian and internal coordinates, and their eigenvalue signs: a numerical check

```python
"""Hessian transformation between Cartesian and internal coordinates.

Result under test, for E(x) = V(q(x)) and B = dq/dx:
    Hx = B^T Hq B + K,   K = sum_k gq[k] * (second derivative of q_k),
    Hq = A^T (Hx - K) A  for every A with B A = 1.
The numbers of positive and negative eigenvalues agree in all regular
coordinates at stationary points; elsewhere they can change.

Symbols: x Cartesian positions (apex atom first, then two end atoms);
q = (r1, r2, theta), bond lengths and apex angle; s = (1/r1, 1/r2, theta);
gx, gq gradients; Hx, Hq, Hs Hessians. Algebra is in atomic units and
printed values are in eV, angstrom (A) and radian unless marked degrees.
Energies: RHF/6-31G.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, hessian, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
WATER = (("O", "H", "H"), 0)
N2H = (("H", "N", "N"), 1)
UNIT_Q = np.array([ANG, ANG, 1.0])
UNIT_S = np.array([1 / ANG, 1 / ANG, 1.0])


def positions(q):
    r1, r2, th = q
    return np.array([[0, 0, 0], [r1, 0, 0],
                     [r2 * np.cos(th), r2 * np.sin(th), 0]], dtype=float)


def internals(x):
    p = x.reshape(3, 3)
    a, b = p[1] - p[0], p[2] - p[0]
    r1, r2 = np.linalg.norm(a), np.linalg.norm(b)
    return np.array([r1, r2, np.arccos(a @ b / (r1 * r2))])


def b_and_derivative(x):
    """Analytic first and second derivatives of (r1, r2, theta)."""
    p = x.reshape(3, 3)
    a, b = p[1] - p[0], p[2] - p[0]
    r1, r2 = np.linalg.norm(a), np.linalg.norm(b)
    u, v = a / r1, b / r2
    c = u @ v
    sine = np.sqrt(1 - c * c)
    one = np.eye(3)
    pu, pv = one - np.outer(u, u), one - np.outer(v, v)
    first, second = np.zeros((3, 6)), np.zeros((3, 6, 6))
    first[0, :3], first[1, 3:] = u, v
    second[0, :3, :3], second[1, 3:, 3:] = pu / r1, pv / r2
    wu, wv = v - c * u, u - c * v
    dc = np.concatenate([wu / r1, wv / r2])
    d2c = np.zeros((6, 6))
    d2c[:3, :3] = -(np.outer(wu, u) + np.outer(u, wu) + c * pu) / r1**2
    d2c[3:, 3:] = -(np.outer(wv, v) + np.outer(v, wv) + c * pv) / r2**2
    d2c[:3, 3:] = pu @ pv / (r1 * r2)
    d2c[3:, :3] = d2c[:3, 3:].T
    first[2] = -dc / sine
    second[2] = -(d2c + c * np.outer(first[2], first[2])) / sine
    zero = np.zeros((3, 3))
    to_bonds = np.block([[-one, one, zero], [-one, zero, one]])
    return first @ to_bonds, np.array([to_bonds.T @ m @ to_bonds for m in second])


def run_scf(system, q):
    names, charge = system
    atoms = [(n, tuple(p)) for n, p in zip(names, positions(q))]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g", charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def energy(system, q):
    return run_scf(system, q).e_tot


def cartesian_derivatives(system, q):
    mf = run_scf(system, q)
    gx = mf.nuc_grad_method().kernel().ravel()
    hx = hessian.RHF(mf).kernel().transpose(0, 2, 1, 3).reshape(9, 9)
    return gx, (hx + hx.T) / 2


def to_internal(q, gx, hx, right_inverse=None):
    b, db = b_and_derivative(positions(q).ravel())
    a = np.linalg.pinv(b) if right_inverse is None else right_inverse
    gq = a.T @ gx
    return gq, a.T @ (hx - np.einsum("k,kij->ij", gq, db)) @ a


def numerical_hessian(f, center, steps):
    """Second derivatives of f from function values only."""
    n = len(center)
    d = np.diag(steps)
    f0 = f(center)
    plus = [f(center + d[i]) for i in range(n)]
    minus = [f(center - d[i]) for i in range(n)]
    h = np.zeros((n, n))
    for i in range(n):
        h[i, i] = (plus[i] + minus[i] - 2 * f0) / steps[i]**2
        for j in range(i):
            pair = f(center + d[i] + d[j]) + f(center - d[i] - d[j])
            rest = plus[i] + minus[i] + plus[j] + minus[j] - 2 * f0
            h[i, j] = h[j, i] = (pair - rest) / (2 * steps[i] * steps[j])
    return h


def reciprocal(q):
    """Own inverse: maps q to s and s to q."""
    return np.array([1 / q[0], 1 / q[1], q[2]])


def to_reciprocal(q, gq, hq):
    j = np.diag([-q[0]**2, -q[1]**2, 1.0])
    return j @ hq @ j + np.diag([2 * q[0]**3 * gq[0], 2 * q[1]**3 * gq[1], 0.0])


def signs(h, threshold=1e-4):
    """Counts of (positive, negative, zero) eigenvalues."""
    e = np.linalg.eigvalsh(h)
    pos, neg = int(np.sum(e > threshold)), int(np.sum(e < -threshold))
    return pos, neg, len(e) - pos - neg


def stationary_point(system, q):
    for _ in range(15):
        gx, hx = cartesian_derivatives(system, q)
        gq, hq = to_internal(q, gx, hx)
        if np.max(np.abs(gq)) < 1e-5:
            return q, gx, hx, gq, hq
        step = -np.linalg.solve(hq, gq)
        q = q + step * min(1.0, 0.2 / np.max(np.abs(step)))
    raise AssertionError("stationary point not found")


def eigen_text(h, unit):
    e = np.linalg.eigvalsh(EV * h / np.outer(unit, unit))
    return " ".join(f"{value:.3f}" for value in e)


# Coordinate derivatives against finite differences at a general geometry.
x_test = np.array([0.1, -0.2, 0.3, 1.7, 0.4, -0.1, -0.5, 1.6, 0.8])
b_test, db_test = b_and_derivative(x_test)
for i in range(9):
    d = np.zeros(9)
    d[i] = 1e-4
    num_b = (internals(x_test + d) - internals(x_test - d)) / 2e-4
    num_db = (b_and_derivative(x_test + d)[0] - b_and_derivative(x_test - d)[0]) / 2e-4
    assert np.allclose(num_b, b_test[:, i], atol=1e-7)
    assert np.allclose(num_db, db_test[:, :, i], atol=1e-7)

# Minimum of water.
q_min, gx, hx, gq, hq = stationary_point(
    WATER, np.array([0.95 / ANG, 0.95 / ANG, np.radians(110)]))
assert signs(hq) == (3, 0, 0) and signs(hx) == (3, 0, 6)
print("WATER MINIMUM")
print(f"bond length: {q_min[0] * ANG:.4f} A")
print(f"angle: {np.degrees(q_min[2]):.2f} degrees")
print("signs (+,-,0) Cartesian:", signs(hx))
print("signs (+,-,0) internal q:", signs(hq))
print("nonzero eigenvalues of Hx (eV/A^2):",
      " ".join(f"{e:.2f}" for e in np.linalg.eigvalsh(hx)[-3:] * EV / ANG**2))
print("eigenvalues of Hq (eV, A, rad):", eigen_text(hq, UNIT_Q))

# Bridged saddle point of N2H+; internal side from energies alone.
q_ts, gx, hx, gq, hq = stationary_point(
    N2H, np.array([1.27 / ANG, 1.27 / ANG, np.radians(51.5)]))
hs_num = numerical_hessian(lambda s: energy(N2H, reciprocal(s)),
                           reciprocal(q_ts), np.array([0.001, 0.001, 0.005]))
hs = to_reciprocal(q_ts, gq, hq)
assert np.max(np.abs(hs - hs_num)) < 2e-3 * np.max(np.abs(hs))
assert signs(hx) == (2, 1, 6) and signs(hs_num) == (2, 1, 0) == signs(hq)
print("N2H+ SADDLE POINT")
print(f"N-H length: {q_ts[0] * ANG:.4f} A")
print(f"angle N-H-N: {np.degrees(q_ts[2]):.2f} degrees")
print("signs (+,-,0) Cartesian:", signs(hx))
print("signs (+,-,0) internal q:", signs(hq))
print("signs (+,-,0) s, from energies:", signs(hs_num))
print(f"lowest eigenvalue of Hx: {np.linalg.eigvalsh(hx)[0] * EV / ANG**2:.3f} eV/A^2")

# Water with shortened bonds: internal Hessian from energies alone.
q0 = np.array([0.85 / ANG, 0.85 / ANG, np.radians(105)])
gx, hx = cartesian_derivatives(WATER, q0)
gq, hq = to_internal(q0, gx, hx)
hq_num = numerical_hessian(lambda q: energy(WATER, q), q0, np.full(3, 0.005))
assert np.max(np.abs(hq - hq_num)) < 5e-4
# A second right inverse: the second end atom alone carries the angle change.
r2, th = q0[1], q0[2]
a_end = np.zeros((9, 3))
a_end[3, 0] = 1
a_end[6:8, 1] = np.cos(th), np.sin(th)
a_end[6:8, 2] = -r2 * np.sin(th), r2 * np.cos(th)
b0 = b_and_derivative(positions(q0).ravel())[0]
assert np.allclose(b0 @ a_end, np.eye(3), atol=1e-12)
assert np.allclose(to_internal(q0, gx, hx, a_end)[1], hq, atol=1e-4)
a_pinv = np.linalg.pinv(b0)
cut_pinv = (a_pinv.T @ hx @ a_pinv)[2, 2]
cut_end = (a_end.T @ hx @ a_end)[2, 2]
assert abs(cut_end - (hq_num[2, 2] + r2 * gq[1])) < 1e-3
assert abs(cut_end - cut_pinv) > 0.01
# Rotation about the normal of the molecular plane.
pos = positions(q0)
pos = pos - pos.mean(axis=0)
normal = np.array([0.0, 0.0, 1.0])
rot = np.cross(normal, pos).ravel()
assert np.allclose(hx @ rot, np.cross(normal, gx.reshape(3, 3)).ravel(), atol=1e-4)
curvature = rot @ hx @ rot
assert abs(curvature - (q0[0] * gq[0] + q0[1] * gq[1])) < 2e-4
bound = curvature / (rot @ rot)
lowest = np.linalg.eigvalsh(hx)[0]
assert signs(hq_num) == (3, 0, 0) and lowest <= bound + 1e-8 and bound < -0.01
assert np.max(np.abs(hx @ np.tile(np.eye(3), (3, 1)))) < 1e-4
# Curved coordinates t with unit Jacobian that reverse the whole Hessian.
w = np.array([1 / gq[0], 0.0, 0.0])
h_flip = numerical_hessian(lambda t: energy(WATER, q0 + t - w * (t @ hq @ t)),
                           np.zeros(3), np.full(3, 0.001))
assert np.max(np.abs(h_flip + hq)) < 2e-3 and signs(h_flip) == (0, 3, 0)
print("WATER, SHORTENED BONDS")
print(f"bond length: {q0[0] * ANG:.2f} A; angle: {np.degrees(th):.1f} degrees")
print(f"dV/dr1 = dV/dr2: {gq[0] * EV / ANG:.3f} eV/A")
print(f"dV/dtheta: {gq[2] * EV:.3f} eV/rad")
print(f"H_theta,theta formula: {hq[2, 2] * EV:.3f} eV/rad^2")
print(f"H_theta,theta from energies: {hq_num[2, 2] * EV:.3f} eV/rad^2")
print(f"without K, pseudoinverse: {cut_pinv * EV:.3f} eV/rad^2")
print(f"without K, one end atom moved: {cut_end * EV:.3f} eV/rad^2")
print(f"r2*g2: {r2 * gq[1] * EV:.3f} eV")
print("signs (+,-,0) Cartesian:", signs(hx))
print("signs (+,-,0) internal q:", signs(hq))
print("signs (+,-,0) reversing t, energies:", signs(h_flip))
print("eigenvalues of Hq (eV, A, rad):", eigen_text(hq, UNIT_Q))
print("eigenvalues in t (eV, A, rad):", eigen_text(h_flip, UNIT_Q))
print(f"rotational quadratic form: {curvature * EV:.3f} eV")
print(f"rotational Rayleigh quotient: {bound * EV / ANG**2:.3f} eV/A^2")
print(f"lowest eigenvalue of Hx: {lowest * EV / ANG**2:.3f} eV/A^2")

# One stretched bond: first scanned length with a clearly indefinite Hq.
for length in np.arange(1.25, 2.01, 0.05):
    q1 = np.array([length / ANG, 0.96 / ANG, np.radians(105)])
    gx, hx = cartesian_derivatives(WATER, q1)
    gq, hq = to_internal(q1, gx, hx)
    if np.linalg.eigvalsh(hq)[0] < -0.005:
        break
else:
    raise AssertionError("no indefinite internal Hessian in the scan")
hs = to_reciprocal(q1, gq, hq)
hq_num = numerical_hessian(lambda q: energy(WATER, q), q1, np.full(3, 0.005))
hs_num = numerical_hessian(lambda s: energy(WATER, reciprocal(s)),
                           reciprocal(q1), np.array([0.001, 0.001, 0.005]))
assert np.max(np.abs(hq - hq_num)) < 5e-4
assert np.max(np.abs(hs - hs_num)) < 2e-3 * np.max(np.abs(hs))
assert signs(hq_num) == (2, 1, 0) and signs(hs_num) == (3, 0, 0)
r_a, g_a, h_a = q1[0] * ANG, gq[0] * EV / ANG, hq[0, 0] * EV / ANG**2
print("WATER, ONE STRETCHED BOND")
print(f"r1: {r_a:.2f} A; r2: {q1[1] * ANG:.2f} A; angle: {np.degrees(q1[2]):.1f} degrees")
print(f"dV/dr1: {g_a:.3f} eV/A")
print(f"d2V/dr1^2: {h_a:.3f} eV/A^2")
print(f"r1^4 * d2V/dr1^2: {r_a**4 * h_a:.3f} eV A^2")
print(f"2 r1^3 * dV/dr1: {2 * r_a**3 * g_a:.3f} eV A^2")
print(f"d2V/ds1^2 from energies: {hs_num[0, 0] * EV * ANG**2:.3f} eV A^2")
print("eigenvalues of Hq (eV, A, rad):", eigen_text(hq, UNIT_Q))
print("eigenvalues of Hs (eV, 1/A, rad):", eigen_text(hs, UNIT_S))
print("signs (+,-,0) internal q:", signs(hq_num))
print("signs (+,-,0) reciprocal s:", signs(hs_num))
print("signs (+,-,0) Cartesian:", signs(hx))
print("PASS")
```

Running it gives:

```
WATER MINIMUM
bond length: 0.9496 A
angle: 111.55 degrees
signs (+,-,0) Cartesian: (3, 0, 6)
signs (+,-,0) internal q: (3, 0, 0)
nonzero eigenvalues of Hx (eV/A^2): 19.35 90.76 138.81
eigenvalues of Hq (eV, A, rad): 4.632 56.994 58.638
N2H+ SADDLE POINT
N-H length: 1.3236 A
angle N-H-N: 49.55 degrees
signs (+,-,0) Cartesian: (2, 1, 6)
signs (+,-,0) internal q: (2, 1, 0)
signs (+,-,0) s, from energies: (2, 1, 0)
lowest eigenvalue of Hx: -16.992 eV/A^2
WATER, SHORTENED BONDS
bond length: 0.85 A; angle: 105.0 degrees
dV/dr1 = dV/dr2: -8.429 eV/A
dV/dtheta: -1.040 eV/rad
H_theta,theta formula: 5.693 eV/rad^2
H_theta,theta from energies: 5.693 eV/rad^2
without K, pseudoinverse: 2.111 eV/rad^2
without K, one end atom moved: -1.471 eV/rad^2
r2*g2: -7.164 eV
signs (+,-,0) Cartesian: (3, 3, 3)
signs (+,-,0) internal q: (3, 0, 0)
signs (+,-,0) reversing t, energies: (0, 3, 0)
eigenvalues of Hq (eV, A, rad): 5.588 113.254 114.585
eigenvalues in t (eV, A, rad): -114.585 -113.245 -5.588
rotational quadratic form: -14.329 eV
rotational Rayleigh quotient: -13.170 eV/A^2
lowest eigenvalue of Hx: -24.118 eV/A^2
WATER, ONE STRETCHED BOND
r1: 1.40 A; r2: 0.96 A; angle: 105.0 degrees
dV/dr1: 6.843 eV/A
d2V/dr1^2: -1.040 eV/A^2
r1^4 * d2V/dr1^2: -3.996 eV A^2
2 r1^3 * dV/dr1: 37.554 eV A^2
d2V/ds1^2 from energies: 33.558 eV A^2
eigenvalues of Hq (eV, A, rad): -1.320 4.527 53.971
eigenvalues of Hs (eV, 1/A, rad): 4.052 33.692 46.100
signs (+,-,0) internal q: (2, 1, 0)
signs (+,-,0) reciprocal s: (3, 0, 0)
signs (+,-,0) Cartesian: (5, 1, 3)
PASS
```
